# Dead Layers and the Inverse Capacitance of Thin Films

## Definitions and conventions

A capacitor of plate area \(A\) contains an insulating film of total thickness \(h\), measured from metal to metal along \(z\). Next to the electrodes the film has dead layers: regions whose relative permittivity \(\varepsilon_d\) is lower than the value \(\varepsilon_f\) in the interior. Their combined thickness is \(t\), so the interior has thickness

\[
h_i=h-t. \tag{1}
\]

SI units are used. The left plate, at \(z=0\), is at potential \(V\) and the right plate, at \(z=h\), at zero. The field is \(E=-d\phi/dz\), and \(D\) is the \(z\) component of the displacement. The charge per area on the left plate is \(\sigma\). The capacitance is the differential one, \(C=A\,d\sigma/dV\), and its inverse per area is also expressed as a length,

\[
\frac{A}{C}=\frac{dV}{d\sigma},\qquad q=\varepsilon_0\frac{A}{C}. \tag{2}
\]

The length \(q\) is the thickness of a vacuum gap with the same capacitance. Since \(1\ \mathrm{F/m^2}=100\ \mathrm{\mu F/cm^2}\), a length \(q=1\) nm corresponds to \(A/C=1.129\ \mathrm{cm^2/\mu F}\).

The basic model assumes plates much wider than \(h\), metals that hold their charge at the surface, no free charge in the film, and a paraelectric film measured with a small signal at zero dc bias. The quantities \(t\), \(\varepsilon_d\) and \(\varepsilon_f\) are the same for every film in a thickness series.

## The straight line

Wide plates make all fields functions of \(z\) alone. Without free charge in the film, Gauss's law reads

\[
\frac{dD}{dz}=0, \tag{3}
\]

so \(D\) has one value throughout the film. The field vanishes deep in the left metal, so Gauss's law applied across its surface gives \(D=\sigma\). In a linear dielectric with local permittivity \(\varepsilon(z)\), the field is \(E=D/[\varepsilon_0\varepsilon(z)]\). Integrating it from the left plate to the right one gives

\[
V=\int_0^h E\,dz=\frac{\sigma}{\varepsilon_0}\int_0^h\frac{dz}{\varepsilon(z)}. \tag{4}
\]

Differentiating with respect to \(\sigma\) and using (2),

\[
q=\int_0^h\frac{dz}{\varepsilon(z)}. \tag{5}
\]

Inverse permittivities add because the layers share the same displacement while their voltages add. For sharp layers the integrand is \(1/\varepsilon_d\) over a total length \(t\) and \(1/\varepsilon_f\) over \(h-t\). Therefore

\[
\frac{A}{C}=\frac{h-t}{\varepsilon_0\varepsilon_f}+\frac{t}{\varepsilon_0\varepsilon_d}. \tag{6}
\]

How \(t\) is divided between the two electrodes does not matter. Collecting the terms proportional to \(h\),

\[
\frac{A}{C}=\frac{h}{\varepsilon_0\varepsilon_f}
+\frac{t}{\varepsilon_0}\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_f}\right). \tag{7}
\]

The inverse areal capacitance is thus linear in thickness, and its slope gives the interior permittivity. The intercept depends on which thickness is plotted. Against the interior thickness \(h_i\), equation (6) gives \(t/(\varepsilon_0\varepsilon_d)\), the layer's thickness over its permittivity. The same holds if the layer lies outside the thickness that is measured. Against the total thickness, (7) gives a smaller intercept, because extrapolation to \(h=0\) also removes a length \(t\) of interior material that was never there. The difference, as a fraction of \(t/(\varepsilon_0\varepsilon_d)\), is \(\varepsilon_d/\varepsilon_f\), which is small when \(\varepsilon_d\ll\varepsilon_f\).

Immobile charge of density \(\rho(z)\) in linear layers would not change this result. Then \(D(z)=\sigma+\int_0^z\rho\,dz'\), and the second term adds to \(V\) a constant independent of \(\sigma\), which drops out of \(dV/d\sigma\). Charge that moves with the signal is excluded.

## Apparent permittivity and two limits

The line (7) crosses zero at

\[
h_0=-t\left(\frac{\varepsilon_f}{\varepsilon_d}-1\right), \tag{8}
\]

so that \(q=(h+|h_0|)/\varepsilon_f\) for \(\varepsilon_d<\varepsilon_f\). Treating the whole film as uniform assigns it the apparent permittivity

\[
\varepsilon_{\rm app}=\frac hq=\varepsilon_f\,\frac{h}{h+|h_0|}. \tag{9}
\]

For \(h\gg|h_0|\) this tends to \(\varepsilon_f\). At \(h=|h_0|\), provided \(|h_0|\ge t\), it is half of \(\varepsilon_f\). In the opposite limit, \(h\to t\), no interior remains and (6) gives \(C/A=\varepsilon_0\varepsilon_d/t\), the largest areal capacitance the stack can reach by thinning its interior. A fall of \(\varepsilon_{\rm app}\) in thin films therefore does not by itself show that the interior has changed.

## A layer without a sharp boundary

Adding and subtracting \(1/\varepsilon_f\) in (5) gives

\[
q=\frac h{\varepsilon_f}+\int_0^h\left[\frac1{\varepsilon(z)}-\frac1{\varepsilon_f}\right]dz. \tag{10}
\]

If the permittivity departs from \(\varepsilon_f\) only near the electrodes, with the same profile in every film, the integral does not depend on \(h\). It is then the intercept, and no sharp boundary is needed.

As an example, let the permittivity near each electrode be \(\varepsilon=\varepsilon_f(1-ae^{-z/w})\), where \(z\) is the distance from that electrode and \(a=1-\varepsilon_s/\varepsilon_f\), so that the surface value is \(\varepsilon_s\). For \(h\gg w\) the two electrodes contribute independently. With \(u=z/w\), one of them contributes

\[
\frac w{\varepsilon_f}\int_0^\infty\left[\frac1{1-ae^{-u}}-1\right]du
=\frac w{\varepsilon_f}\int_0^\infty\frac{ae^{-u}}{1-ae^{-u}}\,du. \tag{11}
\]

The numerator is the derivative of the denominator, so the integral is \([\ln(1-ae^{-u})]_0^\infty=-\ln(1-a)\). Since \(1-a=\varepsilon_s/\varepsilon_f\), both electrodes together give

\[
q_{\rm graded}=\frac{2w}{\varepsilon_f}\ln\frac{\varepsilon_f}{\varepsilon_s}. \tag{12}
\]

For \(w=1\) nm, \(\varepsilon_s=20\) and \(\varepsilon_f=500\), this is 0.01288 nm. A numerical solution of Gauss's law for films of 25, 50, 100 and 200 nm, followed by a straight-line fit, gives 0.01287 nm; the difference in the last digit is discretization error of the mesh.

## What the line does not determine

The intercept fixes one combination of \(t\) and \(\varepsilon_d\), not each separately. Nor does a straight line prove that the layer has constant thickness. Let \(t=t_0+ch\), with constant \(c\). Substitution in (7) gives

\[
q=h\left[\frac1{\varepsilon_f}+c\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_f}\right)\right]
+t_0\left(\frac1{\varepsilon_d}-\frac1{\varepsilon_f}\right). \tag{13}
\]

The plot is still straight and its intercept still belongs to \(t_0\), but the slope no longer gives \(\varepsilon_f\). A constant layer is sufficient for a straight line, not necessary.

The electrodes supply another constant term. In a real metal the screening charge occupies a finite depth. Let \(\phi_m\) be the potential deep in the left metal, \(g\) its density of states per volume and energy at the Fermi level, and \(\varepsilon_e\) its background permittivity. In the linear Thomas–Fermi approximation, a potential \(\phi-\phi_m\) changes the electron density by \(ge(\phi-\phi_m)\), hence the charge density by \(-e^2g(\phi-\phi_m)\). Gauss's law becomes

\[
\frac{d^2\phi}{dz^2}=\frac{\phi-\phi_m}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon_0\varepsilon_e}{e^2g}. \tag{14}
\]

In the left metal, \(z<0\), the solution that vanishes at depth is \(\phi-\phi_m=-\Delta\,e^{z/\lambda}\). The field at the surface is \(-d\phi/dz=\Delta/\lambda\), and continuity of \(D\) requires \(\varepsilon_0\varepsilon_e\Delta/\lambda=\sigma\). The voltage lost in this electrode is therefore \(\Delta=\sigma\lambda/(\varepsilon_0\varepsilon_e)\). The right electrode loses the same amount by symmetry, so a pair of equal electrodes adds

\[
q_{\rm el}=\frac{2\lambda}{\varepsilon_e}. \tag{15}
\]

This does not depend on \(h\). A thickness series measures the sum of (15) and the dead-layer intercept and cannot separate them.

## Worked example

Take \(\varepsilon_f=500\), \(\varepsilon_d=40\) and \(t=2.0\) nm in total. For a film of 50 nm, (6) gives

\[
q=\frac{48\ \mathrm{nm}}{500}+\frac{2\ \mathrm{nm}}{40}
=(0.096+0.050)\ \mathrm{nm}=0.146\ \mathrm{nm}. \tag{16}
\]

This corresponds to \(A/C=0.165\ \mathrm{cm^2/\mu F}\), or \(C/A=6.06\ \mathrm{\mu F/cm^2}\). The series is:

| \(h\) (nm) | \(A/C\) (cm²/µF) | \(\varepsilon_{\rm app}\) |
|---:|---:|---:|
| 25 | 0.108 | 260 |
| 50 | 0.165 | 342 |
| 100 | 0.278 | 407 |
| 200 | 0.504 | 448 |

These values come from solving Gauss's law numerically for each stack. A line fitted to them returns \(\varepsilon_f=500\) from the slope. Its intercept against total thickness is 0.0460 nm, in agreement with \(2(1/40-1/500)\) nm, or \(0.0520\ \mathrm{cm^2/\mu F}\). Against interior thickness it is 0.0500 nm, in agreement with \(2/40\) nm. The choice of abscissa thus changes the intercept by 8% of the larger value. The zero crossing is at \(-23\) nm, so the apparent permittivity would be half the interior value at a thickness of 23 nm.

The ambiguity in \(t\) is large. A layer of 1 nm gives the same intercept if \(1/\varepsilon_d=0.046+0.002=0.048\), that is, \(\varepsilon_d\approx21\). A growing layer with \(t_0=2\) nm and \(c=0.02\) also keeps the intercept at 0.0460 nm, but its slope would be read as a permittivity of 407 instead of 500.

At 1 V across the 50 nm film, the linear model gives a charge of \(6.06\ \mathrm{\mu C/cm^2}\). The dead layers take the fraction \(0.050/0.146=0.342\) of the voltage, although they fill 4% of the thickness. Their field is \(0.342\ \mathrm{V}/2\ \mathrm{nm}=1.71\) MV/cm, against 0.137 MV/cm in the interior. The ratio is \(\varepsilon_f/\varepsilon_d=12.5\), as a common \(D\) requires.

## Bias and nonlinearity

The permittivity of a paraelectric perovskite depends on field. A simple model for the interior is

\[
E=\alpha D+\beta D^3,\qquad \alpha=\frac1{\varepsilon_0\varepsilon_f}>0,\quad \beta>0, \tag{17}
\]

with the dead layer kept linear. Write \(s=t/(\varepsilon_0\varepsilon_d)\) for its contribution to \(A/C\). The voltage and its derivative are

\[
V=h_i(\alpha D+\beta D^3)+sD, \tag{18}
\]

\[
\frac AC=\frac{dV}{dD}=h_i(\alpha+3\beta D^2)+s. \tag{19}
\]

If all films are compared at the same \(D\), the bracket is constant. The plot against \(h_i\) is then straight, with intercept \(s\) and a steeper slope. At the same nonzero voltage, \(D\) differs from film to film and the argument fails. To leading order in \(\beta\), one may put \(D=V/(\alpha h_i+s)\) in (19), which adds to the zero-bias line the term

\[
\delta\!\left(\frac AC\right)=\frac{3\beta V^2h_i}{(\alpha h_i+s)^2}. \tag{20}
\]

Its derivative with respect to \(h_i\) is proportional to \((\alpha h_i+s)-2\alpha h_i=s-\alpha h_i\). The term therefore has its maximum at \(h_i=s/\alpha=t\varepsilon_f/\varepsilon_d\), here 25 nm, and falls for thicker films. At 1 V the higher orders in \(\beta\) are not negligible and move the maximum to a somewhat larger thickness. A positive addition that decreases with thickness lowers the fitted slope and raises the fitted intercept.

With \(\beta=8\times10^9\ \mathrm{V\,m^5/C^3}\), finite differences of the charge obtained from (18) show the size of the effect. At fixed \(D=5.0\ \mathrm{\mu C/cm^2}\), the intercept against \(h_i\) remains 0.0500 nm. At fixed 1 V, the fitted intercept against \(h\) is 0.082 nm instead of 0.046 nm, an increase of 79%. Yet the largest misfit to the line is only about 0.0012 nm, so the data look nearly straight. Good linearity at a fixed bias does not protect the intercept. At 0.05 V, by contrast, \(A/C\) of the 25 nm film differs from its zero-bias value by about 0.1%.

## The ferroelectric state

Below the transition of this mean-field model, \(\alpha<0\), and a short-circuited film can carry a spontaneous displacement. Assume a single domain. Setting \(V=0\) in (18) and dividing by \(D\neq0\) gives

\[
D^2=\frac1\beta\left(-\alpha-\frac s{h_i}\right). \tag{21}
\]

The field in the interior follows from the same condition, \(h_iE_f+sD=0\), so \(E_f=-sD/h_i\). It opposes \(D\): this is the depolarizing field left by the voltage drop in the dead layers. A solution with \(D\neq0\) requires \(h_i>s/|\alpha|\). Substituting (21) in (19),

\[
\frac AC=h_i\alpha+3h_i\left(-\alpha-\frac s{h_i}\right)+s
=2|\alpha|h_i-2s. \tag{22}
\]

The line is straight again, but its intercept is negative. The dead layer still contributes \(+s\) in series. It also reduces \(D\) in thinner films, which makes the interior easier to polarize and contributes \(-3s\). In this model \(A/C\) tends to zero as \(h_i\) approaches the critical thickness from above, so the capacitance diverges there.

Choose \(\alpha=-1.129\times10^8\) m/F, for which the bulk small-signal permittivity \(1/(2\varepsilon_0|\alpha|)\) is again 500, and keep \(\beta\) and the dead layer. The critical interior thickness is 50 nm for ideal metals; screening in the electrodes, (15), adds to \(s\) and would raise it, to 75 nm with the estimate of the next section. For interiors of 100, 200 and 400 nm, the displacement is 8.40, 10.29 and 11.11 µC/cm², and the fitted intercept is \(-0.100\) nm, twice 0.050 nm with reversed sign. The positive-intercept rule therefore cannot be carried over to a polarized film at zero voltage. The example illustrates the model and does not predict a real film: the dead-layer field \(D/(\varepsilon_0\varepsilon_d)\) is 2.4 to 3.1 MV/cm even without applied voltage, high enough that a real layer may leak or break down. A film that lowers its depolarizing energy by splitting into domains is described by neither (7) nor (22), since its fields vary along the plates and its walls can move.

## Comparison with real capacitors

The parameters are rough typical values for paraelectric barium strontium titanate between oxide-metal electrodes; real films vary widely with composition, strain and growth. The assumption of ideal metals is a serious weakness. A free-electron estimate with \(10^{22}\) electrons per cm³, a mass of 5 electron masses and \(\varepsilon_e=8\) gives \(\lambda\approx0.10\) nm. By (15) the two electrodes add \(2(0.10)/8=0.025\) nm, which raises the intercept from 0.046 to 0.071 nm, or by 54%. Since \(\lambda\) is below atomic spacings, a continuum theory gives only the scale. If the estimate has the right scale, reading the whole intercept as a dead layer would overstate that layer considerably.

Other corrections can be sized in the same way:

- Edge fields widen the plate by less than one film thickness per edge, because the permittivity of the film is far above that of the surrounding air. For a square pad of side 50 µm and \(h=200\) nm, this changes the capacitance by a fraction below \(4h/L=1.6\%\), where \(L\) is the side.
- Temperature changes the slope. If \(\varepsilon_f=C_W/(T-T_0)\), then \(1/\varepsilon_f\) rises by \(\Delta T/C_W\), a relative change of \(\varepsilon_f\Delta T/C_W\). With a rough \(C_W=10^5\) K, warming by 10 K raises the slope by 5%. A series should be measured at one temperature.
- The dead-layer field at 1 V in the 50 nm film is 1.71 MV/cm in the linear model with ideal metals, 1.6 MV/cm with the nonlinear interior (17), and 1.4 MV/cm with electrode screening added. This is not far below breakdown fields of a few MV/cm, a rough range for thin oxides. In the 25 nm film it is higher still. The mean field of 0.2 MV/cm conceals this.
- Leakage is small in an ideal-barrier estimate. For a 1.0 eV barrier at 300 K, lowered by 0.22 eV by the dead-layer field (optical permittivity 5), thermionic emission gives about \(9\times10^{-7}\ \mathrm{A/cm^2}\). This is about \(2\times10^{-6}\) of the capacitive current amplitude for a 1 V signal at 10 kHz. Direct tunnelling through the 50 nm film, estimated with the free-electron mass, carries a factor of roughly \(e^{-350}\) and is negligible. Conduction through defects is not included and may be much larger.

For these parameters, then, electrode screening and a dc bias of 1 V disturb the intercept most, while the growing layer disturbs the slope most. The bias also lowers the fitted slope by about 5%, as much as warming by 10 K raises it. The values used here are listed in the numerical output below.

## Numbers as computed

```
interior permittivity eps_f = 500
dead-layer permittivity eps_d = 40
total dead-layer thickness t = 2.0 nm
h = 25 nm: A/C = 0.1084 cm2/uF, C/A = 9.223 uF/cm2, apparent eps = 260.4
h = 50 nm: A/C = 0.1649 cm2/uF, C/A = 6.065 uF/cm2, apparent eps = 342.5
h = 100 nm: A/C = 0.2778 cm2/uF, C/A = 3.599 uF/cm2, apparent eps = 406.5
h = 200 nm: A/C = 0.5037 cm2/uF, C/A = 1.985 uF/cm2, apparent eps = 448.4
slope of A/C = 2.2588e-03 cm2/uF per nm
permittivity from slope = 500.0
intercept vs total h = 0.05195 cm2/uF
same as eps0 A/C = 0.0460 nm
intercept vs interior thickness = 0.0500 nm
same as A/C = 0.05647 cm2/uF
zero crossing in h = -23.00 nm
linear model, h = 50 nm, 1 V:
  charge = 6.06 uC/cm2
  voltage on dead layers = 0.342 V
  dead-layer field = 1.71 MV/cm
  interior field = 0.137 MV/cm
graded layer: w = 1.0 nm, eps_s = 20
  intercept solver = 0.01287 nm
  intercept formula = 0.01288 nm
growing layer: c = 0.02
  intercept = 0.0460 nm
  permittivity from slope = 406.5
metal: n = 1.0e+22 cm-3, mass = 5 m_e, eps_e = 8
  screening length = 0.0999 nm
  two electrodes add = 0.0250 nm
  intercept with electrodes = 0.0710 nm
nonlinear film: beta = 8.0e+09 V m5/C3
  fixed D = 5.0 uC/cm2: interior intercept = 0.0500 nm
  fixed 1 V: fitted intercept vs h = 0.0824 nm
  fixed 1 V: largest misfit = 0.00120 nm
  charge at 1 V, h = 50 nm: 5.65 uC/cm2
  A/C change at 0.05 V, h = 25 nm: 0.108 %
ferroelectric: alpha = -1.129e+08 m/F
  critical interior thickness = 50.0 nm
  interior 100 nm: D = 8.40 uC/cm2
  interior 200 nm: D = 10.29 uC/cm2
  interior 400 nm: D = 11.11 uC/cm2
  interior intercept = -0.1000 nm
edge fields, 50 um pad, h = 200 nm: about 1.6 %
slope change for +10 K (Curie constant 1e+05 K): 5.0 %
barrier = 1.0 eV, optical eps = 5, T = 300 K
  barrier lowering at 1 V = 0.222 eV
  emission current = 9.2e-07 A/cm2
  ratio to 1 V ac current at 10 kHz = 2.4e-06
  tunnelling exponent, h = 50 nm: 354
```
